# Why the separable-permittivity model bounds the scalar fundamental mode from below

A rectangular core of index 1.455, 6 µm wide and 5 µm high, lies in a cladding of index 1.444. At a wavelength of 1.55 µm the separable-permittivity model gives its fundamental scalar mode an index of 1.449087. A direct two-dimensional solution gives 1.449242, which is higher by $1.55\times10^{-4}$. If the permittivity of the four regions diagonally outside the core is lowered from 2.085136 to 2.053247, and nothing else is changed, the direct solution gives 1.449087 as well. The corners therefore hold the explanation, and two derivations show why the sign of the error is fixed.

## The two problems

The core occupies $|x|<a$, $|y|<b$, with $a=w/2$ and $b=h/2$. Its permittivity $\varepsilon_1$ and that of the unbounded cladding, $\varepsilon_2<\varepsilon_1$, are real, relative to vacuum. With $k_0=2\pi/\lambda$, a scalar mode $\psi(x,y)e^{i\beta z}$ obeys

$$\nabla^2\psi+k_0^2\varepsilon(x,y)\psi=\beta^2\psi, \tag{1}$$

where $\nabla$ acts in the transverse plane. The field and its gradient are continuous, and $\psi$ is square integrable. The fundamental mode has the largest $\beta^2$, and its index is $\beta/k_0$. Lengths are in µm.

The model replaces $\varepsilon$ by $\varepsilon_s=f(x)+g(y)$. Here $f=\varepsilon_1/2$ for $|x|<a$ and $f=\varepsilon_2-\varepsilon_1/2$ outside; $g$ is the same function of $y$ with $b$ in place of $a$. The sums are

- core: $\varepsilon_1/2+\varepsilon_1/2=\varepsilon_1$, correct;
- four side regions: $\varepsilon_1/2+\varepsilon_2-\varepsilon_1/2=\varepsilon_2$, correct;
- four corners, $|x|>a$ and $|y|>b$: $2\varepsilon_2-\varepsilon_1$, too low by $\varepsilon_1-\varepsilon_2$.

With $\chi_c=1$ in the corners and 0 elsewhere, and $U^2=k_0^2(\varepsilon_1-\varepsilon_2)$,

$$k_0^2(\varepsilon-\varepsilon_s)=U^2\chi_c\ge0. \tag{2}$$

### The model mode

Put $\varphi=X(x)Y(y)$ into (1) with $\varepsilon_s$ and divide by $XY$:

$$\left[\frac{X''}{X}+k_0^2f\right]+\left[\frac{Y''}{Y}+k_0^2g\right]=\beta_s^2 .$$

Each bracket depends on one variable, so each is a constant, $\mu_x$ and $\mu_y$. Inside the strip write $X''=-k_x^2X$, so that $\mu_x=k_0^2\varepsilon_1/2-k_x^2$. Outside, $X''=\gamma_x^2X$ with

$$\gamma_x^2=\mu_x-k_0^2(\varepsilon_2-\varepsilon_1/2)=U^2-k_x^2 .$$

The lowest even solution is $X=\cos k_xx$ inside and $X=\cos(k_xa)\,e^{-\gamma_x(|x|-a)}$ outside. Continuity of $X'$ at $x=a$ gives $-k_x\sin k_xa=-\gamma_x\cos k_xa$, or

$$k_x\tan k_xa=\gamma_x=\sqrt{U^2-k_x^2}. \tag{3}$$

Between $k_x=0$ and the smaller of $U$ and $\pi/2a$, the left side rises from zero and the right side falls from $U$. At the upper end the left side is the larger, so there is one crossing, for any size and contrast. The $y$ factor follows in the same way, and

$$\beta_s^2=\mu_x+\mu_y=k_0^2\varepsilon_1-k_x^2-k_y^2. \tag{4}$$

Both factors are positive and are the ground states of their slabs, so $\varphi$ is the fundamental mode of the model.

## First derivation: a trial field

For a real square-integrable $u$ with square-integrable gradient, define

$$R[u]=\frac{\int\left(k_0^2\varepsilon u^2-|\nabla u|^2\right)dx\,dy}{\int u^2\,dx\,dy}. \tag{5}$$

The operator $\nabla^2+k_0^2\varepsilon$ is self-adjoint, so the supremum of $R$ is the top of its spectrum. This top is a guided mode if it lies above $k_0^2\varepsilon_2$, where the continuum of unguided fields begins.

It does lie above. Take a circle of radius $\rho$ that encloses the core, and let $u=1$ for $r<\rho$, $u=\ln(R_0/r)/\ln(R_0/\rho)$ for $\rho<r<R_0$, and $u=0$ beyond. The gradient energy is

$$\int|\nabla u|^2=\frac{2\pi}{\ln^2(R_0/\rho)}\int_\rho^{R_0}\frac{dr}{r}=\frac{2\pi}{\ln(R_0/\rho)} .$$

Since $\varepsilon-\varepsilon_2$ is nonzero only in the core,

$$\left(R[u]-k_0^2\varepsilon_2\right)\int u^2=U^2wh-\frac{2\pi}{\ln(R_0/\rho)},$$

which is positive for large enough $R_0$. Thus the fundamental scalar mode exists for every core size, and $\beta^2=\max R$.

Now use the model mode as the trial field. Let $R_s$ be the quotient (5) with $\varepsilon_s$ in place of $\varepsilon$. Multiplying the model equation by $\varphi$ and integrating by parts gives $R_s[\varphi]=\beta_s^2$; the boundary terms vanish because $\varphi$ decays exponentially. By (2),

$$R[\varphi]=R_s[\varphi]+U^2\frac{\int\chi_c\varphi^2}{\int\varphi^2}=\beta_s^2+U^2P_c ,$$

where $P_c$ is the fraction of the squared norm of $\varphi$ in the corners. It is positive, so

$$\boxed{\;\beta^2\ \ge\ \beta_s^2+U^2P_c\ >\ \beta_s^2\;} \tag{6}$$

The middle member is an improved lower bound that needs no two-dimensional calculation. Because $\varphi$ is a product, $P_c=q_xq_y$, where $q_x$ is the fraction of $\int X^2dx$ outside $|x|<a$. From (3), $\tan k_xa=\gamma_x/k_x$, so $\cos^2k_xa=k_x^2/U^2$ and $\sin k_xa\cos k_xa=k_x\gamma_x/U^2$. Then

$$\int_{|x|<a}X^2dx=a+\frac{\sin k_xa\cos k_xa}{k_x}=a+\frac{\gamma_x}{U^2},\qquad
\int_{|x|>a}X^2dx=\frac{\cos^2k_xa}{\gamma_x}=\frac{k_x^2}{\gamma_xU^2}.$$

Their sum is $a+(\gamma_x^2+k_x^2)/(\gamma_xU^2)=a+1/\gamma_x$, and hence

$$q_x=\frac{k_x^2}{U^2(1+\gamma_xa)}. \tag{7}$$

For a large core, $Ua\gg1$, equation (3) gives $k_x\approx\pi/2a$ and $\gamma_x\approx U$, so $q_x\approx\pi^2/[4(Ua)^3]$. The limit is approached slowly: this form is too large by a factor of about 2.9 at $Ua=2.17$, the value of the example, and by 1.3 at $Ua=10$. If both dimensions are large, $P_c$ falls as the product of two such cubes: little field reaches a region that is outside in both directions.

## Second derivation: an identity for the difference

The second route uses the true mode $\psi$ itself. It can be taken positive: $|\psi|$ has the same quotient (5) as $\psi$, so it is also a maximizer and a solution of (1), and by the strong maximum principle a non-negative solution that is not identically zero has no zeros.

Multiply (1) by $\varphi$, multiply the model equation by $\psi$, and subtract:

$$\varphi\nabla^2\psi-\psi\nabla^2\varphi+k_0^2(\varepsilon-\varepsilon_s)\psi\varphi=(\beta^2-\beta_s^2)\psi\varphi .$$

The first two terms equal $\nabla\cdot(\varphi\nabla\psi-\psi\nabla\varphi)$. Integrated over a large disc, they become a flux through its edge, which vanishes as the disc grows because both modes decay. The core walls contribute nothing, since fields and gradients are continuous there. With (2),

$$\beta^2-\beta_s^2=U^2\,\frac{\int\chi_c\,\psi\varphi\,dx\,dy}{\int\psi\varphi\,dx\,dy}>0. \tag{8}$$

This is an equality, and the numerator on its right side is an integral over the corners alone. It establishes the cause as well as the sign.

The same steps cover a guide whose actual corners have another permittivity $\varepsilon_c$, provided it still has a positive guided fundamental mode. The factor $U^2$ in (8) is then replaced by $k_0^2[\varepsilon_c-(2\varepsilon_2-\varepsilon_1)]$. The difference vanishes if $\varepsilon_c=2\varepsilon_2-\varepsilon_1$ and becomes negative if $\varepsilon_c$ is lower still; the model would then give an upper bound.

## What each derivation assumes

The first derivation needs the variational principle for the true operator and one admissible trial field. It uses no property of $\psi$, and it yields a computable improvement, but by itself it does not say how large the remaining error is. It works for the fundamental mode because that mode is the maximum of $R$. It works equally for the lowest-order guided mode of each parity in $x$ and $y$, which is the maximum of $R$ among fields of that parity.

The second needs more: the true mode must exist, decay and be positive. In return it gives the full difference. Its integral contains the unknown $\psi$, so it explains the error without predicting its size. For the lowest-order guided mode of each parity, both fields keep one sign in each quadrant, so $\psi\varphi$ can be taken non-negative and (8) carries over. For other higher modes the integrands in (8) can change sign, and this argument then gives no bound. The ordering of the $n$th true level above the $n$th model level still follows from $\varepsilon\ge\varepsilon_s$ by the min-max principle.

The two combine. Using $\psi$ as a trial field in the model gives $\beta_s^2\ge R_s[\psi]=\beta^2-U^2P_\psi$, where $P_\psi$ is the corner fraction of the true mode. Together with (6),

$$U^2P_c\le\beta^2-\beta_s^2\le U^2P_\psi . \tag{9}$$

The true mode thus has at least as large a corner fraction as the model mode, whose low corner permittivity repels the field.

Both derivations assume the scalar equation. Neither requires $\varepsilon_s$ to be positive or the contrast to be small.

## A bound from above

A lower bound is more useful with an upper one beside it. Write $\kappa^2=k_0^2\varepsilon_1-\beta^2$. By (5), $\kappa^2$ is the minimum of

$$\int\left[|\nabla u|^2+k_0^2(\varepsilon_1-\varepsilon)u^2\right]dx\,dy\quad\text{for}\quad\int u^2\,dx\,dy=1 .$$

At fixed $|x|<a$, the terms without $\partial_xu$ form the $y$-slab problem and are at least $k_y^2\int u^2dy$. At fixed $|x|>a$ the permittivity is $\varepsilon_2$ for all $y$, so they are at least $U^2\int u^2dy$. What remains is an $x$ slab with potential $k_y^2$ inside and $U^2$ outside. Its lowest value is $k_y^2+q^2$, where $q$ is the lowest root of $q\tan qa=\sqrt{U^2-k_y^2-q^2}$. Therefore

$$\beta^2\le k_0^2\varepsilon_1-k_y^2-q^2. \tag{10}$$

This is the scalar effective-index value. The roles of $x$ and $y$ may be exchanged, and the smaller result is the better bound.

## The numbers

For the guide of the opening, $k_0=4.05367$ µm⁻¹ and $U^2=0.52401$ µm⁻². Equation (3) gives $k_x=0.35352$ and $k_y=0.39647$ µm⁻¹, with $\gamma_x=0.63169$ and $\gamma_y=0.60565$ µm⁻¹. From (7),

$$q_x=\frac{0.1250}{0.5240\,(1+0.6317\times3)}=0.0824,\qquad q_y=\frac{0.1572}{0.5240\,(1+0.6057\times2.5)}=0.1193 .$$

So $P_c=0.00983$ and $U^2P_c=0.00515$ µm⁻². The values in order are

| Quantity | $\beta^2$ (µm⁻²) | Index |
|---|---:|---:|
| Separable model (4) | 34.50526 | 1.449087 |
| Corrected lower bound (6) | 34.51041 | 1.449195 |
| Direct scalar solution | 34.51263 | 1.449242 |
| Upper bound (10) | 34.52073 | 1.449412 |

The direct solution is a Galerkin calculation with piecewise polynomials that end on the core walls. Raising their degree from 6 to 8 changes $\beta^2$ by $7.5\times10^{-9}$ µm⁻², far less than the difference under study.

That difference is 0.007376 µm⁻². The right side of (8), evaluated with the numerical $\psi$ and the analytic $\varphi$, gives 0.007376 µm⁻² too. The correction $U^2P_c$ supplies 70 percent of it. By (9), the true mode has at least $0.007376/0.52401=1.41$ percent of its squared norm in the corners, against 0.98 percent for the model mode.

Lowering the actual corner permittivity to 2.021358, below the model's value, brings the direct index to 1.449001. The separable value 1.449087 then lies above it, as the generalized form of (8) requires.

The index error looks small, but relative to the guidance margin $\beta^2-k_0^2\varepsilon_2$ the error in $\beta^2$ is 3.0 percent. In an interferometer whose two arms are the same guide but differ in length, an index error $\delta n$ gives an error of $\pi$ in the relative phase when the length difference is $\lambda/(2\delta n)$, here about 5 mm.

### Where the bound stops being useful

For a square core, $k_x=k_y$, and the model reaches the cladding line $\beta_s^2=k_0^2\varepsilon_2$ when $2k_x^2=U^2$. Then $\gamma_x=k_x$, so (3) reads $\tan k_xa=1$, $k_xa=\pi/4$, and

$$w=2a=\frac{\pi}{2k_x}=\frac{\pi}{\sqrt2\,U}=3.07\ \text{µm}$$

at the indices and wavelength of the example. At this size the corrected bound is 1.44487 and the direct index 1.44537, both above the cladding's 1.444. The model's own mode is still square integrable, because the low corners also lower the start of the model's continuum, to $k_0^2\varepsilon_2-k_x^2$. But if a separable index above the cladding's were taken as the test for guidance, smaller cores would wrongly be rejected. The output calls this size the model cutoff in that sense only. For a 1.5 µm square the separable index is 1.43768. It is still a valid lower bound, but a weaker one than $\beta^2>k_0^2\varepsilon_2$, which holds for any core.

## Real waveguides

The parameters are rough typical values for a buried doped-silica guide on a silicon wafer. The largest neglected effect among those estimated here is stress. A film stress of 100 MPa and a stress-optic difference of $3.5\times10^{-6}$ per MPa, both rough, give a birefringence of $3.5\times10^{-4}$, more than twice the corner error. Warming by 10 K, at roughly $10^{-5}$ per K, raises the material indices by $1\times10^{-4}$. An equal rise of both indices is nearly a common shift of both permittivities, so it moves $\beta^2$ and $\beta_s^2$ almost equally and hardly changes their difference, but it matters when either index is compared with a measurement. The silicon below is a small perturbation if the lower cladding is thick: with a decay constant of 0.499 µm⁻¹, the exponential factor in the intensity is $3\times10^{-7}$ across 15 µm, and the sideways spread of the field lowers the intensity further. This factor is not itself a loss rate.

Polarization limits the theorem itself. For an electric field normal to the slab walls, the right side of (3) is multiplied by $\varepsilon_1/\varepsilon_2>1$. The crossing moves to larger $k_x$, and $\beta^2$ falls. Weighting this slab shift by the fraction of the squared field that lies within the height of the walls gives estimated index reductions of about $2\times10^{-5}$ for a field along $x$ and $3\times10^{-5}$ for one along $y$. Both are well below $1.55\times10^{-4}$, so on this estimate the separable index remains below the vector one for this guide, stress aside.

A silicon wire of 0.45 µm by 0.22 µm, with core index 3.48 and the same cladding and wavelength, is different. The model's corner permittivity is −7.94, yet the scalar inequality holds: the separable index is 2.553 and the direct scalar index 2.577, a difference of 0.024. For a field along the 0.45 µm width, the same polarization estimate, now only a rough size because the contrast is large, is a reduction of 0.16. It exceeds the corner error more than sixfold, and it is low: the full-vector index of this mode is about 2.36, which is 0.22 below the scalar value, some nine times the corner error. For such a wire the separable index is a lower bound on the scalar mode, and it cannot be used as one for the real mode.

The numerical output below lists the computed indices, together with those for an elongated core.

## Values computed for the example and the checks

```
wavelength 1.55 um; core 6.0 x 5.0 um
core index 1.455; cladding index 1.444
k0 = 4.05367 1/um; U^2 = 0.52401 1/um^2
core permittivity 2.117025; cladding 2.085136
model corner permittivity 2.053247
kx = 0.35352, gamma_x = 0.63169 1/um
ky = 0.39647, gamma_y = 0.60565 1/um
outside fraction in x 0.08238
outside fraction in y 0.11932
corner fraction of model mode 0.009830
beta^2 in 1/um^2:
  separable model: 34.50526; index 1.449087
  corner-corrected bound: 34.51041; index 1.449195
  scalar Galerkin: 34.51263; index 1.449242
  effective-index bound: 34.52073; index 1.449412
beta^2 gap, Galerkin minus separable: 0.007376 1/um^2
first-order corner term: 0.005151 1/um^2
gap from mode-overlap identity: 0.007376 1/um^2
change of Galerkin beta^2, degree 6 to 8: 7.5e-09 1/um^2
gap / (beta^2 - k0^2 eps2): 2.96 percent
index, direct solution with model corners: 1.449087
corner permittivity lowered further to 2.021358:
  index 1.449001
square size at model cutoff: 3.0688 um
indices: separable, corrected, Galerkin, effective-index
  elongated 12 x 3 um: 1.44845, 1.44851, 1.44854, 1.44860
  square at model cutoff: 1.44400, 1.44487, 1.44537, 1.44593
  silicon wire 0.45 x 0.22 um: 2.55344, 2.56978, 2.57738, 2.59811
small square 1.5 um: separable index 1.43768
index gap of example guide: 1.55e-04
polarization shift, field along x: 1.85e-05
polarization shift, field along y: 2.56e-05
stress birefringence at 100 MPa: 3.5e-04
  stress-optic difference used: 3.5e-06 1/MPa
thermal index change for 10 K: 1.0e-04
  thermo-optic coefficient used: 1e-05 1/K
field decay constant in cladding: 0.4992 1/um
intensity factor across 15 um: 3.1e-07
silicon wire: core index 3.48; index gap 0.0239
  model corner permittivity -7.940
  polarization shift estimate 0.1561
```
